# Why a vapour pulse chills the top of a precursor bed

**Q.** I store a low-volatility solid precursor as a heated powder bed and draw its vapour in large pulses. I have been told that the bed cools unevenly because latent heat is removed faster than heat can penetrate, and that this leaves a thermal length proportional to the square root of the pulse time. What should I assume in order to test that?

**A.** Take a wide, uniform bed, initially at temperature \(T_0\) throughout, with vapour leaving through its top. The powder must have some volatility, since a truly nonvolatile one would give no pulse. Let \(x\) be the depth below the surface and \(\theta(x,t)=T_0-T\) the cooling, so that positive \(\theta\) means colder. The bed has conductivity \(k\) and heat capacity per volume \(C\), both constant. Then

\[
C\,\partial_t\theta=k\,\partial_x^2\theta,\qquad -k\,\partial_x\theta(0,t)=q(t)=LJ(t),
\]

where \(J\) is the number of molecules leaving per area and time, and \(L\) is the latent heat per molecule. The minus sign says that cooling decreases with depth while heat flows up to the surface.

The second equation already corrects part of the claim. Conduction delivers the latent heat at the same rate as sublimation removes it, and it can do so because the surface has become colder than the interior. The question is how cold the surface must get, and how deep the cold region is.

**Q.** What sets \(J\)?

**A.** Let the pump draw a fixed volume \(S\) per unit time from the headspace above a bed of area \(A\). Let the headspace gas be ideal and at \(T_0\), with the saturated pressure of the surface. With surface cooling \(u(t)=\theta(0,t)\) and constant \(L\),

\[
J=\frac{S\,p(u)}{A k_BT_0},\qquad
p(u)=p_0\exp\!\left[-\frac{L}{k_B}\left(\frac1{T_0-u}-\frac1{T_0}\right)\right].
\]

As the surface cools, the pressure falls and the draw weakens. These formulas hold in any consistent units, atomic units included, with \(k_B\) kept explicit.

**Q.** Ignore that weakening for a moment. How does the cold spread at constant flux?

**A.** Start with heat \(Q_1\) per area removed from the surface in an instant. With \(a=k/C\), the cooling afterwards is

\[
\theta=\frac{Q_1}{C\sqrt{\pi at}}\exp\!\left(-\frac{x^2}{4at}\right).
\]

To check it, differentiate: \(\partial_t\theta=\theta\,[x^2/(4at^2)-1/(2t)]\) and \(\partial_x^2\theta=\theta\,[x^2/(4a^2t^2)-1/(2at)]\), so \(\partial_t\theta=a\,\partial_x^2\theta\). The slope at \(x=0\) vanishes, so no more heat leaves. Since \(\int_0^\infty \exp(-x^2/4at)\,dx=\sqrt{\pi at}\), the total heat missing is \(Q_1\). The bed has been treated as infinitely deep, which requires \(\sqrt{at}\ll H\) for a bed of depth \(H\).

The equation is linear, so a continuing draw is a sum of such removals, with \(Q_1\to q(t')dt'\) and \(t\to t-t'\). At the surface, using \(C\sqrt a=\sqrt{kC}\equiv e\), the effusivity,

\[
u(t)=\frac1{e\sqrt\pi}\int_0^t\frac{q(t')}{\sqrt{t-t'}}\,dt'. \tag{1}
\]

For constant \(q\) the integral is \(2q\sqrt t\), so

\[
u=\frac{2q}{e}\sqrt{\frac t\pi}.
\]

For the profile, put \(\tau=t-t'\), then \(y=x/(2\sqrt{a\tau})\), and let \(z=x/(2\sqrt{at})\):

\[
\int_0^t\frac{\exp(-x^2/4a\tau)}{\sqrt\tau}d\tau
=2z\sqrt t\int_z^\infty\frac{\exp(-y^2)}{y^2}dy .
\]

Integration by parts gives \(\exp(-z^2)/z-\sqrt\pi\,\mathrm{erfc}\,z\) for the last integral. Therefore

\[
\frac{\theta(x,t)}{u(t)}=\exp(-z^2)-\sqrt\pi\,z\,\mathrm{erfc}\,z .
\]

The shape depends on \(x/\sqrt{at}\) alone. At depth \(\sqrt{at}\), where \(z=1/2\), the cooling is 0.354 of its surface value.

The heat removed grows as \(t\), while the thickness that supplies it grows as \(\sqrt t\). Their ratio, the cooling, must grow as \(\sqrt t\). That is the sound content of "faster than heat penetrates".

**Q.** So does a larger pulse, or a larger latent heat, make the cold layer thicker?

**A.** At constant flux it does not: \(q\) multiplies the whole profile and leaves its width alone. For a draw that weakens, we need a definition of thickness that does not assume a profile. Let \(Q=\int_0^t q\,dt'\) and

\[
d=\frac{Q}{Cu}.
\]

This is the thickness of a layer that would supply the heat \(Q\) if it were all cooled by \(u\). At constant flux, since \(e/C=\sqrt a\),

\[
d=\frac{qt}{C}\,\frac{e}{2q}\sqrt{\frac\pi t}=\frac{\sqrt\pi}{2}\sqrt{at}.
\]

**Q.** Can you say anything about \(d\) without solving the nonlinear problem?

**A.** Yes, it can be bounded on both sides. We first need the inverse of (1). Divide \(u(t')\) by \(\sqrt{t-t'}\), integrate, and exchange the order of integration:

\[
\int_0^t\frac{u(t')dt'}{\sqrt{t-t'}}
=\frac1{e\sqrt\pi}\int_0^t\!ds\,q(s)\int_s^t\frac{dt'}{\sqrt{(t-t')(t'-s)}} .
\]

With \(t'=s+(t-s)\sin^2\phi\), the inner integral becomes \(\int_0^{\pi/2}2\,d\phi=\pi\). Hence

\[
Q(t)=\frac e{\sqrt\pi}\int_0^t\frac{u(t')}{\sqrt{t-t'}}\,dt'. \tag{2}
\]

Next, the surface never warms during the pulse. Compare the cooling with itself a time \(h\) later, \(D(x,t)=\theta(x,t+h)-\theta(x,t)\). Initially \(D=\theta(x,h)\ge0\), because heat has only been removed. \(D\) obeys the diffusion equation, so if it ever became negative, its lowest value would lie at the surface, where \(\partial_xD\ge0\). But \(D<0\) there means that the later surface is warmer and loses more heat, so \(-k\,\partial_xD>0\), a contradiction. Thus \(u\) never decreases, and \(q\), which falls as \(u\) rises, never increases.

For the lower bound, let \(w(t')=1/\sqrt{t-t'}\), which increases with \(t'\). For any two times, \([q(s)-q(r)][w(s)-w(r)]\le0\). Integrating \(s\) and \(r\) from 0 to \(t\) gives

\[
2t\int_0^t qw\,dt'-2\int_0^t q\,dt'\int_0^t w\,dt'\le0
\;\Rightarrow\;\int_0^t qw\,dt'\le\frac{2Q}{\sqrt t}.
\]

From (1), \(u\le 2Q/(e\sqrt{\pi t})\), and so \(d\ge(\sqrt\pi/2)\sqrt{at}\). For the upper bound, replace \(u(t')\) in (2) by its largest value \(u(t)\): \(Q\le 2eu\sqrt{t/\pi}\). Together,

\[
\frac{\sqrt\pi}{2}\le\frac d{\sqrt{at}}\le\frac2{\sqrt\pi}. \tag{3}
\]

The numbers are 0.886 and 1.128. Within this model neither the latent heat nor the pumping strength can move \(d\) outside that band. They decide how cold the surface gets.

**Q.** What if my valve opens slowly, so that the flux grows?

**A.** Then the premise fails, and so can the lower bound. For \(q=gt\), with \(g\) constant, \(Q=gt^2/2\). The integral in (1) is \(g\int_0^t(t-\tau)\tau^{-1/2}d\tau=\tfrac43gt^{3/2}\), so

\[
d=\frac{gt^2}{2C}\,\frac{3e\sqrt\pi}{4gt^{3/2}}=\frac{3\sqrt\pi}8\sqrt{at}\approx0.665\sqrt{at}.
\]

The square root survives for this ramp, with a smaller factor, because more of the heat was taken recently.

**Q.** When does a pulse count as large?

**A.** When the cooling weakens its own draw appreciably. For small \(u\) the pressure law gives \(q=q_0(1-bu)\) with \(b=L/(k_BT_0^2)\). Take the Laplace transform of (1), with variable \(\sigma\). Since \(1/\sqrt{\pi t}\) transforms to \(1/\sqrt\sigma\), we have \(e\sqrt\sigma\,\hat u=q_0/\sigma-q_0b\hat u\). With \(\gamma=q_0b/e\),

\[
\hat u=\frac{q_0}{e}\frac1{\sigma(\sqrt\sigma+\gamma)}
=\frac1b\left[\frac1\sigma-\frac1{\sqrt\sigma(\sqrt\sigma+\gamma)}\right].
\]

The last term is the transform of \(f=\exp(\gamma^2t)\,\mathrm{erfc}(\gamma\sqrt t)\). Indeed \(f'=\gamma^2f-\gamma/\sqrt{\pi t}\) and \(f(0)=1\), so \(\hat f=(1-\gamma/\sqrt\sigma)/(\sigma-\gamma^2)\), which reduces to that term. Therefore

\[
u=\frac{1-\exp(s^2)\,\mathrm{erfc}\,s}{b},\qquad s=\frac{bq_0\sqrt t}{e}.
\]

For \(s\ll1\) this returns the constant-flux cooling, and \(d\) sits at the lower bound. For \(s\gg1\) the linear law holds the surface at \(u=1/b\). Equation (2) then gives \(Q=2eu\sqrt{t/\pi}\), which is the upper bound. That second limit belongs to the linearized law, because the true pressure does not vanish at \(u=1/b\).

**Q.** Put in numbers for something like hafnium tetrachloride.

**A.** I take rough round values in that regime: 460 K, 1 Torr, \(L=1.05\) eV, and a bed 20 mm deep with area 50 cm². The conductivity is taken as 0.15 W/(m K), probably high for a bed that holds only its own vapour, and the heat capacity is 0.753 J/(cm³ K), so \(a=0.199\) mm²/s and \(e=336\) J/(m² K s\(^{1/2}\)). A vacuum draw of 3 L/s removes 12 595 molecules per nm² of bed per second at the start. Multiplied by \(L\), this is \(q_0=2119\) W/m².

For a pulse of 1 s, \(\sqrt{at}=0.446\) mm. Constant flux would give

\[
u=\frac{2\times2119}{336}\sqrt{\frac1\pi}\approx7.1\ \text{K}.
\]

The pressure falls by \(b=5.76\%\) per kelvin at first, so \(s=0.0576\times2119/336=0.363\) and feedback matters. The linear formula gives 5.3 K. A numerical solution with the full pressure law gives 5.5 K, with 1695 J/m² removed, so

\[
d=\frac{1695}{0.753\times10^6\times5.50}\ \text{m}=0.41\ \text{mm}\quad(4.1\times10^6\ \text{Å}).
\]

The pressure ends at 0.73 of its initial value, and the dose is 0.80 of what an uncooled surface would have given. Spread over the whole bed, the same heat would cool it by 0.11 K. A thermometer deep in the powder can therefore miss a surface change some fifty times larger than the mean.

**Q.** Does the full pressure law follow the square root in time?

**A.** Closely. With the pumping fixed, \(d\) is 0.127 mm at 0.1 s, 0.409 mm at 1 s and 1.34 mm at 10 s. A fitted power is 0.512. The small excess over one half appears because \(d/\sqrt{at}\) drifts from 0.898 to 0.951 as feedback grows, moving up inside the band (3).

Now hold the time at 1 s and change the pumping. From one tenth of the stated strength to ten times it, the cooling rises from 0.69 K to 22.4 K, while \(d\) goes from 0.397 to 0.442 mm. The cooling changes by a factor of 32 and the length by 11%.

**Q.** If I need a fixed dose, should I take it slowly?

**A.** In the constant-flux limit, \(u=2Q/(e\sqrt{\pi t})\). At fixed \(Q\), a pulse four times longer halves the final surface cooling and doubles the depth. This assumes a rested bed and \(\sqrt{at}\ll H\).

**Q.** What happens when the cold reaches the bottom?

**A.** The diffusion time of this bed is \(H^2/a\approx2000\) s. Suppose the base is insulated and a constant flux lasts much longer than that. The whole bed then cools at the rate \(q/(CH)\), with a fixed profile on top: \(\theta=qt/(CH)+G(x)\). The diffusion equation requires \(kG''=q/H\), and \(G'(H)=0\) gives \(G'=q(x-H)/(kH)\), which also satisfies \(-kG'(0)=q\). The total heat removed is \(qt\), so \(G\) has zero mean. The mean of \((x-H)^2\) is \(H^2/3\), and hence

\[
G=\frac{q}{2kH}\left[(x-H)^2-\frac{H^2}3\right],\qquad
u=\frac{qt}{CH}+\frac{qH}{3k}.
\]

It follows that \(d=H/[1+H^2/(3at)]\). At \(t=3H^2/a\) this is \(0.90H\), and it then approaches \(H\). The square-root law has ended because there is no more depth to recruit.

**Q.** And between pulses?

**A.** Ending a constant draw at \(t_p\) is the same as adding an opposite draw from then on. A time \(\tau\) later,

\[
u=\frac{2q}{e\sqrt\pi}\left(\sqrt{t_p+\tau}-\sqrt\tau\right)\approx\frac{qt_p}{e\sqrt{\pi\tau}}\quad(\tau\gg t_p).
\]

The recovery is slow. In the example with the full pressure law, 0.92 K remains after 9 s of rest. With that cycle repeated, 5.5 K remains before pulse 20, whose dose is 0.76 of the first. The bed is then no longer rested, so (3) does not apply to the later pulses.

In the long run a heated base can supply the mean draw. With a fraction \(f=0.1\) of the time spent pulsing, steady conduction across the bed requires \(u=(fq_0H/k)\,p(u)/p_0\). The prefactor is \(0.1\times2119\times0.020/0.15\approx28\) K, and the falling pressure reduces the solution to 13 K. This estimate averages over the pulses, so it leaves out the swing of the surface temperature within each cycle. It also ignores heat from the side walls, heat carried by vapour in the pores and radiation from the lid, all of which would lower the cooling. Radiation is small during one pulse but acts through every rest. For black surfaces its conductance, \(4\sigma_{\rm SB}T_0^3\approx22\) W/(m² K) with \(\sigma_{\rm SB}\) the Stefan–Boltzmann constant, is three times \(k/H=7.5\) W/(m² K). With a lid at \(T_0\), the 13 K becomes 9 K for an effective emissivity of 0.3 and 5.3 K for black surfaces. The cooling before pulse 20 becomes 4.4 K or 2.8 K, and its dose 0.81 or 0.87 of the first.

**Q.** Vapour also moves inside the pores. Does that spoil the argument?

**A.** It changes the conductivity more than the argument. Let \(v\) be the deficit of vapour density in the pores, \(D_p\) their effective diffusivity and \(n'=dn_{\rm sat}/dT\). Sublimation at rate \(E\) per volume cools the solid and refills the pores. Neglecting the small storage of vapour,

\[
C\,\partial_t\theta=k\,\partial_x^2\theta+LE,\qquad D_p\,\partial_x^2v=E .
\]

If the pores stay saturated and the cooling is small, \(v=n'\theta\) with constant \(n'\), and the two equations combine into diffusion with \(k\) replaced by \(k+k_v\), where \(k_v=LD_pn'\). At the top, the flux \(J\) is made up of surface sublimation, \(-k\,\partial_x\theta/L\), and vapour from below, \(-D_p\,\partial_xv\). So \(-(k+k_v)\partial_x\theta=LJ\), and the problem has its old form.

Saturation fails in a thin top layer. With \(E=rW\) and \(W=v-n'\theta\), slow changes give \(k\,\partial_x^2\theta=-LrW\) and \(D_p\,\partial_x^2v=rW\). Subtracting,

\[
\partial_x^2W=r\left(\frac1{D_p}+\frac{Ln'}k\right)W ,
\]

so \(W\) decays over the depth \([r(1/D_p+Ln'/k)]^{-1/2}\). If every molecule that hits a grain sticks, \(r\) is the grain surface per volume times a quarter of the mean molecular speed, and the depth is about 10 µm. That is less than one 50 µm grain, so the source is in effect the top layer of grains.

For 20 µm pores, a free-molecular estimate gives \(k_v\approx0.08\) W/(m K), half of \(k\) itself. The mean free path, some 20 to 30 µm, is comparable with the pores, so the estimate is rough. In a pure vapour, collisions between molecules conserve momentum and do little to hinder the net flow, and viscous flow adds roughly 5 to 8%. Including \(k_v\), held at its initial value, changes the cooling from 5.5 to 4.7 K and \(d\) from 0.41 to 0.50 mm. This slightly overstates its effect, because \(k_v\) falls with the vapour pressure as the powder cools.

**Q.** How far should I trust these figures for a real ampoule?

**A.** The material values are rough, above all the conductivity. The value 0.15 W/(m K) suits a powder filled with gas near atmospheric pressure. With only its own vapour at 1 Torr in the pores, the bed may conduct several times less, and by a rough packed-bed estimate about ten times less. At 0.05 W/(m K) the same pulse would cool the surface by 8.3 K with \(d=0.24\) mm, or by about 6 K with \(d\approx0.36\) mm once pore vapour is included with a \(k_v\) that falls as the powder cools. At 0.015 W/(m K) the figures are 12 K with \(d=0.13\) mm, or about 7 K with \(d\approx0.29\) mm with pore vapour, which then carries most of the heat. The band (3) holds for any constant conductivity. Where pore vapour carries much of the heat, the conductivity falls as the powder cools, and \(d\) can then lie below the band calculated from the initial conductivity.

The dose is deliberately large. It is \(0.80\times12\,595\) molecules per nm² over \(5\times10^{15}\) nm² of bed, or about \(5\times10^{19}\) molecules. A flat 300 mm wafer has about \(7\times10^{16}\) nm², so this is some 700 molecules per nm² of it, far beyond one layer. Such a dose suits wafers with deep structures or a batch of them. The draw of 3 L/s is about 140 sccm and needs an opening at least 7.5 mm across even at choked flow, so a narrower valve gives a smaller \(S\) and less cooling. Real beds also pack unevenly and may be swept by carrier gas, neither of which is modelled. At the conductivity of the example, pore vapour is the added effect that moves the length most for a single pulse, by about a fifth, and repetition lowers the dose within twenty pulses by about a quarter if the lid supplies no radiation, or by 19% to 13% for an effective emissivity of 0.3 to 1.

The other corrections to the 1 s pulse are smaller:

- Spreading the sublimation over one grain depth lowers the cooling to 5.1 K.
- Radiation from a lid at \(T_0\) supplies at most 119 W/m², or 6% of \(q_0\).
- The surface recedes by 2.7 µm, under 1% of \(d\).
- The initial flux is 1.4% of the kinetic limit for molecules that all stick on impact, which supports using the saturated pressure if sticking is indeed likely. At ten times the pumping it is 14%, so the 22.4 K quoted for that case is somewhat high.
- The pump draws one headspace volume, taken as 0.1 L, in about 0.03 s, so the gas stored there matters only at the start.

For short pulses the grains themselves set a limit. At 0.1 s, \(d\) is only 2.5 grain diameters, and a continuous bed is a crude picture. The remaining figures are in the numerical output.

## Values computed for the example and the checks

```
bed temperature 460 K, vapour pressure 1.0 Torr
latent heat 1.05 eV per molecule
molecular mass 320 u
bed density 2.0 g/cm3
heat capacity 14.5 kB per molecule
conductivity k 0.15 W/(m K)
bed depth 20 mm, area 50 cm2
pumped volume flow 3.0 L/s
pulse 1 s, rest 9 s
grain 50 um, pore 20 um
porosity 0.5, tortuosity 1.5
heat capacity C 0.753 J/(cm3 K)
diffusivity a 0.199 mm2/s
effusivity e 336 J/(m2 K s^0.5)
initial vapour flux 12595 molecules/(nm2 s)
initial heat flux q0 2119 W/m2
pressure loss per kelvin b 5.76 %/K
bounds on d/sqrt(at): 0.8862 to 1.1284
sqrt(at) for the pulse 0.446 mm
feedback number s 0.363
surface cooling, constant flux 7.11 K
surface cooling, linear feedback 5.33 K
surface cooling, full law 5.50 K
cooling at depth sqrt(at)/surface, const flux 0.354
thermal length d 0.409 mm = 4.09e+06 angstrom
heat removed Q 1695 J/m2
mean cooling of whole bed 0.112 K
end pressure/start pressure 0.726
dose/dose without cooling 0.800
t 0.1 s: cooling 2.05 K, d 0.127 mm, d/sqrt(at) 0.898
t 0.3 s: cooling 3.34 K, d 0.221 mm, d/sqrt(at) 0.906
t 1.0 s: cooling 5.50 K, d 0.409 mm, d/sqrt(at) 0.918
t 3.0 s: cooling 8.29 K, d 0.720 mm, d/sqrt(at) 0.932
t 10.0 s: cooling 12.31 K, d 1.342 mm, d/sqrt(at) 0.951
fitted power of t in d 0.512
pumping x0.1: cooling 0.69 K, d 0.397 mm, d/sqrt(at) 0.890
pumping x1.0: cooling 5.50 K, d 0.409 mm, d/sqrt(at) 0.918
pumping x10.0: cooling 22.37 K, d 0.442 mm, d/sqrt(at) 0.990
growing flux q~t: d/sqrt(at) 0.665
bed diffusion time H^2/a 2009 s
long pulse 3H^2/a, constant flux: d/H 0.900
pore-vapour conductivity kv 0.076 W/(m K)
with kv: cooling 4.66 K, d 0.500 mm
vapour equilibration depth 9.9 um
source spread over a grain: cooling 5.13 K
grain diffusion time 0.0126 s
surface recession 2.68 um
initial flux/kinetic limit 0.0138
radiation from lid, upper estimate 119 W/m2
headspace emptying time 0.033 s
cooling left before pulse 2: 0.92 K
cooling left before pulse 20: 5.51 K
dose of pulse 20/dose of pulse 1: 0.764
long-run mean-draw cooling, heated base 13.0 K
```
